**Monomer and cluster cycles tested on a fully summed lattice liquid**

The program tests the relation G(A) = M_n + RT ln p(n), where G(A) is the solvation free energy of solute A, M_n is the monomer-cycle estimate with n explicit waters, and p(n) is the probability of exactly n waters in the inner shell. It also tests the cluster cycle, which uses the concentration rho_n of water clusters; its simplified form C_n replaces rho_n by rho/n, where rho is the water concentration, and omits p(n). The reference G(A) comes from direct insertion into a 16-site lattice liquid, while the cycles use isolated-cluster sums, cluster insertion and counted populations. The program asserts agreement for n = 0 to 6 in the monomer cycle and n = 2 to 4 in the cluster cycle with the counted rho_n. It further asserts that M_n − C_n = −RT ln x_n, with x_n = n rho_n/rho, and that summing exp(−M_n/RT) over all n recovers G(A). The output gives RT ln 55.3 = 2.378 kcal/mol, carried n times by the monomer cycle and once, reduced by RT ln n, by the cluster cycle. For isolated water clusters in this model the replacement rho_n = rho/n is poor, and C_n lies 1.6 to 2.5 kcal/mol below G(A). A tuned case with M_4 = M_5 lies 0.86 kcal/mol above G(A), so equal results at two cluster sizes do not prove correctness.

## Numerical verification

```python
"""
Quasi-chemical cluster-continuum formulas, tested on an exactly summed liquid.

Result under test, for a solute A and n inner-shell waters W:
  G(A) = M_n + RT ln p(n)
  M_n  = Gbind(A + n W -> AW_n) - n s + G(AW_n) - n G(W) - n RT ln(rho)
and, starting from a water cluster W_n of true concentration rho_n:
  G(A) = Gbind(A + W_n -> AW_n) - s + G(AW_n) - G(W_n)
         - RT ln(rho_n) + RT ln p(n)
The usual cluster cycle C_n omits p(n) and puts rho_n = rho/n.
G(X): solvation free energy, 1 mol/L gas to 1 mol/L solution.
Gbind: gas binding free energy at 1 atm; s: shift 1 atm -> 1 mol/L.
p(n): probability of exactly n waters in the inner shell of A.
x_n = n rho_n / rho: fraction of water found in isolated n-clusters.
Model: triangular periodic lattice, at most one particle per site,
nearest-neighbour attractions. Energies in kcal/mol.
"""
from itertools import combinations
import numpy as np
from scipy.constants import R, atm, calorie
from scipy.integrate import quad
from scipy.optimize import brentq

T = 298.15
RT = R * T / (1000 * calorie)
rho = 55.3                              # mol/L, liquid water
c_atm = atm / (R * T) / 1000            # mol/L, ideal gas at 1 atm
s = RT * np.log(1 / c_atm)
unit = RT * np.log(rho)

# Gas shift from the definition: integral of V dP at constant T.
p_one_molar = 1000 * R * T
work = quad(lambda y: R * T, np.log(atm), np.log(p_one_molar))[0]
assert abs(work / (1000 * calorie) - s) < 1e-10

# Model parameters
eps_w = 0.4       # water-water attraction
eps_a = 0.5       # solute-water attraction
mu_w = -1.0       # water chemical potential, one particle per site as zero

L = 4
M = L * L
steps = [(1, 0), (-1, 0), (0, 1), (0, -1), (1, 1), (-1, -1)]
adj = np.zeros((M, M))
for i in range(L):
    for j in range(L):
        for a, b in steps:
            adj[i * L + j, ((i + a) % L) * L + (j + b) % L] = 1
assert np.all(adj.sum(axis=1) == 6) and np.all(adj == adj.T)

configs = np.arange(2 ** M)
occ = ((configs[:, None] >> np.arange(M)) & 1).astype(float)
number = occ.sum(axis=1)
contacts = 0.5 * ((occ @ adj) * occ).sum(axis=1)
prob = np.exp((mu_w * number + eps_w * contacts) / RT)
prob /= prob.sum()                      # pure-liquid distribution
theta = prob @ number / M
v = theta / rho                         # site volume, L/mol

empty0 = occ[:, 0] == 0
n_shell = occ @ adj[0]
shell = np.flatnonzero(adj[0])

# Water solvation free energy by insertion of one water
G_w = -RT * np.log(prob @ (empty0 * np.exp(eps_w * n_shell / RT)))
assert abs(RT * np.log(theta) + G_w - mu_w) < 1e-10


def direct_solute(strength):
    """Solvation free energy by insertion, and shell occupancy p(n)."""
    w = prob * empty0 * np.exp(strength * n_shell / RT)
    p = np.array([w[n_shell == n].sum() for n in range(7)])
    return -RT * np.log(w.sum()), p / w.sum()


def monomer_cycle(strength):
    """Binding constants, binding and solvation free energies, M_n."""
    free = empty0 & (n_shell == 0)
    K, bind, solv, est = [], [], [], []
    for n in range(7):
        z_gas = z_sol = 0.0
        for sites in combinations(shell, n):
            ind = np.zeros(M)
            ind[list(sites)] = 1
            energy = -strength * n - eps_w * 0.5 * (ind @ adj @ ind)
            boltz = np.exp(-energy / RT)
            field = occ[free] @ (adj @ ind)
            z_gas += boltz
            z_sol += boltz * (prob[free] @ np.exp(eps_w * field / RT))
        K.append(v ** n * z_gas)
        bind.append(-RT * np.log(K[n] * c_atm ** n))
        solv.append(-RT * np.log(z_sol / z_gas))
        est.append(bind[n] - n * s + solv[n] - n * G_w - n * unit)
    return np.array(K), np.array(bind), np.array(solv), np.array(est)


G_a, p = direct_solute(eps_a)
K_a, bind_m, G_aw, M_n = monomer_cycle(eps_a)
corrected = M_n + RT * np.log(p)
assert np.allclose(corrected, G_a, atol=1e-9)
assert np.all(M_n >= G_a) and np.argmin(M_n) == np.argmax(p)
G_sum = -RT * np.log(np.exp(-M_n / RT).sum())
assert abs(G_sum - G_a) < 1e-9


def connected(sites):
    """True if the sites form one nearest-neighbour group."""
    left, stack = set(sites[1:]), [sites[0]]
    while stack:
        here = stack.pop()
        linked = [k for k in left if adj[here, k]]
        left.difference_update(linked)
        stack.extend(linked)
    return not left


cluster_rows = []
for n in (2, 3, 4):
    z_gas = z_sol = found = 0.0
    for sites in combinations(range(M), n):
        if not connected(sites):
            continue
        ind = np.zeros(M)
        ind[list(sites)] = 1
        boltz = np.exp(eps_w * 0.5 * (ind @ adj @ ind) / RT)
        region = np.flatnonzero(ind + adj @ ind)
        region_mask = sum(1 << int(k) for k in region)
        site_mask = sum(1 << k for k in sites)
        inside = configs & region_mask
        z_gas += boltz
        z_sol += boltz * prob[inside == 0].sum()
        found += prob[inside == site_mask].sum()
    K_w = v ** (n - 1) * z_gas / M
    G_wn = -RT * np.log(z_sol / z_gas)
    rho_n = found / (M * v)
    x_n = n * rho_n / rho
    bind_c = -RT * np.log(K_a[n] / K_w * c_atm)
    base = bind_c - s + G_aw[n] - G_wn
    exact = base - RT * np.log(rho_n) + RT * np.log(p[n])
    C_n = base - RT * np.log(rho / n)
    assert abs(exact - G_a) < 1e-9
    assert abs(M_n[n] - C_n + RT * np.log(x_n)) < 1e-9
    assert 0 < x_n < 1
    cluster_rows.append((n, bind_c, G_wn, rho_n, x_n, C_n, exact))


# Tune the attraction until four and five waters are equally probable.
def log_ratio(strength):
    q = direct_solute(strength)[1]
    return np.log(q[5] / q[4])


eps_flat = brentq(log_ratio, -5, 5, xtol=1e-13)
G_flat, p_flat = direct_solute(eps_flat)
M_flat = monomer_cycle(eps_flat)[3]
assert abs(M_flat[4] - M_flat[5]) < 1e-8
assert M_flat[4] - G_flat >= RT * np.log(2)

print(f"temperature {T:.2f} K; RT = {RT:.4f} kcal/mol")
print(f"water concentration rho = {rho:.1f} mol/L")
print(f"RT ln(rho) = {unit:.3f} kcal/mol = {unit*calorie:.2f} kJ/mol")
print(f"gas molar volume at 1 atm = {1/c_atm:.2f} L/mol")
print(f"gas shift s = {s:.3f} kcal/mol")
print("concentration terms, kcal/mol: n, monomer, cluster")
for n in range(1, 7):
    print(f"{n:2d} {-n*unit:9.3f} {-RT*np.log(rho/n):9.3f}")
print(f"lattice sites {M}, configurations {len(configs)}")
print(f"water-water attraction {eps_w:.2f} kcal/mol")
print(f"solute-water attraction {eps_a:.2f} kcal/mol")
print(f"water chemical potential {mu_w:.2f} kcal/mol")
print(f"site filling {theta:.4f}; site volume {v:.6f} L/mol")
print(f"G(W) by insertion = {G_w:.4f} kcal/mol")
print(f"G(A) by insertion = {G_a:.4f} kcal/mol")
print("monomer cycle, kcal/mol (p has no unit):")
print(" n   Gbind  G(AW_n)    M_n     p(n)   M_n+RTln p")
for n in range(7):
    print(f"{n:2d} {bind_m[n]:8.4f} {G_aw[n]:8.4f} {M_n[n]:8.4f}"
          f" {p[n]:8.5f} {corrected[n]:8.4f}")
print(f"G(A) from sum over all n = {G_sum:.4f} kcal/mol")
print("M_n with concentration term left out, kcal/mol:")
print(" ".join(f"{M_n[n] + n*unit:.3f}" for n in range(7)))
print("cluster cycle, kcal/mol (rho_n in mol/L, x_n no unit):")
print(" n   Gbind  G(W_n)    rho_n      x_n      C_n   exact")
for n, b, g, r, x, c, e in cluster_rows:
    print(f"{n:2d} {b:8.4f} {g:7.4f} {r:.3e} {x:.3e} {c:8.4f} {e:7.4f}")
print("plateau case, M_4 = M_5:")
print(f"tuned solute-water attraction {eps_flat:.4f} kcal/mol")
print(f"p(4) = {p_flat[4]:.4f}, p(5) = {p_flat[5]:.4f}")
print(f"M_4 = {M_flat[4]:.4f}, M_5 = {M_flat[5]:.4f} kcal/mol")
print(f"G(A) = {G_flat:.4f} kcal/mol")
print(f"plateau offset = {M_flat[4]-G_flat:.4f} kcal/mol")
print(f"lower bound RT ln 2 = {RT*np.log(2):.4f} kcal/mol")
print("every check passed")
```

Output:

```
temperature 298.15 K; RT = 0.5925 kcal/mol
water concentration rho = 55.3 mol/L
RT ln(rho) = 2.378 kcal/mol = 9.95 kJ/mol
gas molar volume at 1 atm = 24.47 L/mol
gas shift s = 1.894 kcal/mol
concentration terms, kcal/mol: n, monomer, cluster
 1    -2.378    -2.378
 2    -4.755    -1.967
 3    -7.133    -1.727
 4    -9.510    -1.556
 5   -11.888    -1.424
 6   -14.265    -1.316
lattice sites 16, configurations 65536
water-water attraction 0.40 kcal/mol
solute-water attraction 0.50 kcal/mol
water chemical potential -1.00 kcal/mol
site filling 0.7899; site volume 0.014284 L/mol
G(W) by insertion = -0.8603 kcal/mol
G(A) by insertion = -1.3688 kcal/mol
monomer cycle, kcal/mol (p has no unit):
 n   Gbind  G(AW_n)    M_n     p(n)   M_n+RTln p
 0  -0.0000   3.1248   3.1248  0.00051  -1.3688
 1   2.8500   2.6093   2.0477  0.00313  -1.3688
 2   6.0254   1.9707   1.1729  0.01371  -1.3688
 3   9.4323   1.2254   0.4230  0.04860  -1.3688
 4  13.0485   0.3810  -0.2167  0.14307  -1.3688
 5  16.8963  -0.5363  -0.6979  0.32229  -1.3688
 6  21.0695  -1.5198  -0.9198  0.46869  -1.3688
G(A) from sum over all n = -1.3688 kcal/mol
M_n with concentration term left out, kcal/mol:
3.125 4.425 5.928 7.555 9.293 11.190 13.345
cluster cycle, kcal/mol (rho_n in mol/L, x_n no unit):
 n   Gbind  G(W_n)    rho_n      x_n      C_n   exact
 2   2.6647  3.7165 2.662e-02 9.629e-04  -2.9422 -1.3688
 3   2.9255  4.0618 2.327e-02 1.262e-03  -3.5318 -1.3688
 4   3.4650  4.2595 2.932e-02 2.121e-03  -3.8640 -1.3688
plateau case, M_4 = M_5:
tuned solute-water attraction 0.0188 kcal/mol
p(4) = 0.2359, p(5) = 0.2359
M_4 = 1.7080, M_5 = 1.7080 kcal/mol
G(A) = 0.8522 kcal/mol
plateau offset = 0.8557 kcal/mol
lower bound RT ln 2 = 0.4107 kcal/mol
every check passed
```
